# Bohr-Weisskopf correction of a uniformly magnetized ball by series expansion: a program that tests the result

```python
"""Bohr-Weisskopf correction of a uniformly magnetized, uniformly charged ball.

Result under test: A_ball = A_dipole * (1 - eps), eps = S / T, for j = 1/2.
  x = r/R, zeta = alpha*Z, P and Q = radial Dirac components (times r),
  scaled so that the dominant one starts as x at the centre.
  S = |integral_0^1 P Q (1 - x^3) / x^2 dx|, from a power series
  T = |integral_0^infinity P Q / x^2 dx|, from the complete bound state
  A_plus, A_minus = 3 zeta/2 + R (E +- m c^2)/(hbar c),  B = zeta/2
For s states of light nuclei eps tends to (39/70) Z R / a0.
The direct road integrates the Dirac equation numerically, without the series.
Internal length unit: reduced Compton wavelength; binding in units of m c^2.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

alpha = const.fine_structure
compton = const.hbar / (const.m_e * const.c)
bohr = compton / alpha
mu_N = const.physical_constants["nuclear magneton"][0]
mu_B = const.physical_constants["Bohr magneton"][0]
mc2_keV = const.m_e * const.c**2 / const.e / 1e3
fm = 1e-15


def ball_vector_potential(r):
    """A_phi on the equator from the surface current of a ball, R = moment = 1."""
    nodes, weights = np.polynomial.legendre.leggauss(120)
    theta = 0.5 * np.pi * (nodes + 1)
    phi = 2 * np.pi * np.arange(160) / 160
    st = np.sin(theta)[:, None]
    cp = np.cos(phi)[None, :]
    kernel = st**2 * cp / np.sqrt(1 + r * r - 2 * r * st * cp)
    magnetization = 3 / (4 * np.pi)
    return magnetization * np.sum(
        0.5 * np.pi * weights[:, None] * kernel) * 2 * np.pi / 160


def angular_factor(kappa):
    """Coefficient of P*Q in <alpha.(z x r)/r>, from explicit four-spinors."""
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    zero = np.zeros((2, 2))
    nodes, weights = np.polynomial.legendre.leggauss(12)
    total = 0.0
    for u, w in zip(nodes, weights):
        s = np.sqrt(1 - u * u)
        for phi in 2 * np.pi * np.arange(12) / 12:
            s_wave = np.array([1, 0], complex) / np.sqrt(4 * np.pi)
            p_wave = -np.array([u, s * np.exp(1j * phi)]) / np.sqrt(4 * np.pi)
            upper, lower = (s_wave, p_wave) if kappa == -1 else (p_wave, s_wave)
            spinor = np.concatenate([upper, 1j * lower])
            sigma = s * (-np.sin(phi) * sx + np.cos(phi) * sy)
            operator = np.block([[zero, sigma], [sigma, zero]])
            total += w * 2 * np.pi / 12 * np.vdot(spinor, operator @ spinor).real
    return total


def integrate_inside(zeta, R, binding, kappa):
    """Returns P, Q, dipole integral, ball integral and norm at x = 1."""
    def rhs(t, y):
        x = np.exp(t)
        v = zeta * (1.5 - 0.5 * x * x)
        P, Q = y[0], y[1]
        return [-kappa * P + x * (v + R * (2 - binding)) * Q,
                kappa * Q - x * (v - R * binding) * P,
                P * Q / x, P * Q * x * x, (P * P + Q * Q) * x]
    x0 = 1e-6
    start = [x0, 0, 0, 0, 0] if kappa == -1 else [0, x0, 0, 0, 0]
    return solve_ivp(rhs, (np.log(x0), 0.0), start, method="DOP853",
                     rtol=1e-11, atol=1e-17).y[:, -1]


def integrate_outside(zeta, R, binding, kappa):
    """Decaying solution carried inward to x = 1; integrals run from 1 outward."""
    def rhs(t, y):
        x = np.exp(t)
        P, Q = y[0], y[1]
        return [-kappa * P + (zeta + x * R * (2 - binding)) * Q,
                kappa * Q - (zeta - x * R * binding) * P,
                -P * Q / x, -(P * P + Q * Q) * x]
    x_max = 45 / (R * np.sqrt(binding * (2 - binding)))
    start = [1.0, -np.sqrt(binding / (2 - binding)), 0.0, 0.0]
    return solve_ivp(rhs, (np.log(x_max), 0.0), start, method="DOP853",
                     rtol=1e-11, atol=1e-14).y[:, -1]


def point_binding(zeta, n):
    q = (zeta / (n - 1 + np.sqrt(1 - zeta**2)))**2
    root = np.sqrt(1 + q)
    return q / (root * (1 + root))


def bound_state(Z, R_m, n, kappa):
    zeta, R = alpha * Z, R_m / compton

    def mismatch(b):
        i = integrate_inside(zeta, R, b, kappa)
        o = integrate_outside(zeta, R, b, kappa)
        return (i[0] * o[1] - i[1] * o[0]) / np.hypot(o[0], o[1])

    b0 = point_binding(zeta, n)
    b = brentq(mismatch, 0.98 * b0, 1.002 * b0, xtol=1e-13 * b0, rtol=1e-13)
    i = integrate_inside(zeta, R, b, kappa)
    o = integrate_outside(zeta, R, b, kappa)
    k = 0 if kappa == -1 else 1
    scale2 = (i[k] / o[k])**2
    dipole = i[2] + scale2 * o[2]
    ball = i[3] + scale2 * o[2]
    norm = i[4] + scale2 * o[3]
    prefactor = 4 / 3 * const.e * const.c * const.mu_0 / (4 * np.pi) * mu_N
    energy = prefactor * kappa * dipole / (norm * R_m**2) / const.e
    return dict(zeta=zeta, R=R, b=b, b0=b0, kappa=kappa,
                S=kappa * (i[2] - i[3]), T=kappa * dipole,
                eps=1 - ball / dipole, energy=energy,
                w_plus=R * (2 - b), w_minus=-R * b)


def series_terms(state, count):
    """Coefficients d_m of P Q / x^2 and their contributions to S."""
    a_plus = 1.5 * state["zeta"] + state["w_plus"]
    a_minus = 1.5 * state["zeta"] + state["w_minus"]
    if state["kappa"] == 1:
        a_plus, a_minus = a_minus, a_plus
    B = state["zeta"] / 2
    p, q = [1.0], [-a_minus / 3]
    for k in range(1, count):
        p.append((a_plus * q[k - 1] - (B * q[k - 2] if k > 1 else 0)) / (2 * k))
        q.append((-a_minus * p[k] + B * p[k - 1]) / (2 * k + 3))
    d = np.array([sum(p[j] * q[m - j] for j in range(m + 1))
                  for m in range(count)])
    m = np.arange(count)
    return d, -d * 3 / ((2 * m + 2) * (2 * m + 5))


# Vector potential: the enclosed fraction x^3 inside, a pure dipole outside.
for r in (0.3, 0.6, 1.7):
    enclosed = min(r**3, 1.0)
    assert abs(ball_vector_potential(r) - enclosed / r**2) < 1e-9

# Angular factor 4 kappa / 3.
angular_s, angular_p = angular_factor(-1), angular_factor(1)
assert abs(angular_s + 4 / 3) < 1e-12 and abs(angular_p - 4 / 3) < 1e-12

# Closed coefficients against a symbolic solution of the radial equations.
x, Ap, Am, B = sp.symbols("x A_plus A_minus B")
p1, p2, q0, q1, q2 = unknowns = sp.symbols("p1 p2 q0 q1 q2")
P = x + p1 * x**3 + p2 * x**5
Q = q0 * x**2 + q1 * x**4 + q2 * x**6
eq1 = sp.expand(x * sp.diff(P, x) - P - x * (Ap - B * x**2) * Q)
eq2 = sp.expand(x * sp.diff(Q, x) + Q + x * (Am - B * x**2) * P)
conditions = [eq1.coeff(x, 3), eq1.coeff(x, 5)]
conditions += [eq2.coeff(x, k) for k in (2, 4, 6)]
solution = sp.solve(conditions, unknowns, dict=True)[0]
density = sp.expand(sp.expand(P * Q / x**2).subs(solution))
F = sp.Rational
closed = [-Am / 3, B / 5 + F(4, 45) * Ap * Am**2,
          -(F(17, 210) * Ap * Am * B + F(5, 126) * Am**2 * B
            + F(1, 105) * Ap**2 * Am**3)]
for m, expression in enumerate(closed):
    assert sp.expand(density.coeff(x, 2 * m + 1) - expression) == 0
ball_weights = [sp.integrate(x**(2 * m + 1) * (1 - x**3), (x, 0, 1))
                for m in range(3)]
assert ball_weights == [F(3, 10), F(3, 28), F(1, 18)]

# Light nucleus: limit of eps, of T, and the Fermi contact energy.
R_light = 1 * fm
light = bound_state(1, R_light, 1, -1)
light_ratio = light["eps"] * bohr / R_light
light_T = light["T"] * 4 * R_light / compton
contact = 2 / 3 * const.mu_0 * mu_N * mu_B / (np.pi * bohr**3) / const.e
# Tolerances cover relativistic terms of order zeta^2 * log(a0/R).
assert abs(light["b"] / light["b0"] - 1) < 1e-8
assert abs(light_ratio / (39 / 70) - 1) < 2e-3
assert abs(light_T - 1) < 2e-3
assert abs(light["energy"] / contact - 1) < 1e-3

# Heavy model ion.
Z, R_m = 80, 7 * fm
states = {"1s": bound_state(Z, R_m, 1, -1),
          "2s": bound_state(Z, R_m, 2, -1),
          "2p1/2": bound_state(Z, R_m, 2, 1)}
for state in states.values():
    S_series = series_terms(state, 16)[1].sum()
    assert abs(S_series / state["S"] - 1) < 1e-7
    assert abs(S_series / state["T"] / state["eps"] - 1) < 1e-7
one_s, two_s, two_p = states["1s"], states["2s"], states["2p1/2"]
d, terms = series_terms(one_s, 16)
partial = np.cumsum(terms)
errors = np.abs(partial[:3] / one_s["T"] / one_s["eps"] - 1)
assert errors[0] > errors[1] > errors[2] and errors[2] < 0.01
assert abs(two_s["S"] / one_s["S"] - 1) < 0.01
assert abs(two_s["eps"] / one_s["eps"] - 1) < 0.15
assert two_p["eps"] < 0.6 * two_s["eps"]

print(f"reduced Compton wavelength: {compton / fm:.3f} fm")
print(f"Bohr radius: {bohr / fm:.1f} fm")
print(f"angular factor s1/2, p1/2: {angular_s:.6f}, {angular_p:.6f}")
print(f"Light test Z = 1, R = {R_light / fm:.1f} fm")
print(f"  eps: {light['eps']:.5e}")
print(f"  eps*a0/(Z R): {light_ratio:.5f}; limit 39/70 = {39 / 70:.5f}")
print(f"  4 R T / Compton wavelength: {light_T:.5f}")
print(f"  dipole energy, 1 mu_N: {light['energy'] * 1e6:.5f} micro-eV")
print(f"  Fermi contact energy: {contact * 1e6:.5f} micro-eV")
print(f"Model ion Z = {Z}, R = {R_m / fm:.1f} fm, state 1s")
print(f"  zeta: {one_s['zeta']:.5f}")
print(f"  binding energy: {one_s['b'] * mc2_keV:.3f} keV")
print(f"  R(E+mc2)/(hbar c): {one_s['w_plus']:.5f}")
print(f"  R(E-mc2)/(hbar c): {one_s['w_minus']:.5f}")
print(f"  A_plus: {1.5 * one_s['zeta'] + one_s['w_plus']:.5f}")
print(f"  A_minus: {1.5 * one_s['zeta'] + one_s['w_minus']:.5f}")
print(f"  B: {one_s['zeta'] / 2:.5f}")
for m in range(4):
    print(f"  d_{m}: {d[m]:.6f}; contribution to S: {terms[m]:.6f}")
for count in (1, 2, 3, 16):
    print(f"  {count} terms: S = {partial[count - 1]:.6f}, "
          f"eps = {100 * partial[count - 1] / one_s['T']:.4f} %")
print(f"  S by direct integration: {one_s['S']:.6f}")
print(f"  T: {one_s['T']:.5f}")
print(f"  eps by direct integration: {100 * one_s['eps']:.4f} %")
light_formula = 39 / 70 * Z * R_m / bohr
print(f"  light-nucleus formula for eps: {100 * light_formula:.4f} %")
print(f"  light-nucleus formula for T: {compton / (4 * R_m):.5f}")
print(f"  dipole energy, 1 mu_N: {one_s['energy']:.5f} eV")
print(f"  reduction by the ball: {1e3 * one_s['energy'] * one_s['eps']:.3f} meV")
print("Comparison of states, same ion")
for name, state in states.items():
    print(f"  {name}: S = {state['S']:.6f}, T = {state['T']:.5f}, "
          f"eps = {100 * state['eps']:.4f} %")
print(f"  eps(2s)/eps(1s): {two_s['eps'] / one_s['eps']:.4f}")
print(f"  eps(2p1/2)/eps(2s): {two_p['eps'] / two_s['eps']:.4f}")
print("finished without a failed check")
```

It prints:

```
reduced Compton wavelength: 386.159 fm
Bohr radius: 52917.7 fm
angular factor s1/2, p1/2: -1.333333, 1.333333
Light test Z = 1, R = 1.0 fm
  eps: 1.05338e-05
  eps*a0/(Z R): 0.55742; limit 39/70 = 0.55714
  4 R T / Compton wavelength: 0.99948
  dipole energy, 1 mu_N: 0.52614 micro-eV
  Fermi contact energy: 0.52612 micro-eV
Model ion Z = 80, R = 7.0 fm, state 1s
  zeta: 0.58379
  binding energy: 96.062 keV
  R(E+mc2)/(hbar c): 0.03285
  R(E-mc2)/(hbar c): -0.00341
  A_plus: 0.90853
  A_minus: 0.87227
  B: 0.29189
  d_0: -0.290758; contribution to S: 0.087227
  d_1: 0.119825; contribution to S: -0.012838
  d_2: -0.032757; contribution to S: 0.001820
  d_3: 0.008052; contribution to S: -0.000274
  1 terms: S = 0.087227, eps = 2.1065 %
  2 terms: S = 0.074389, eps = 1.7965 %
  3 terms: S = 0.076209, eps = 1.8404 %
  16 terms: S = 0.075965, eps = 1.8345 %
  S by direct integration: 0.075965
  T: 4.14084
  eps by direct integration: 1.8345 %
  light-nucleus formula for eps: 0.5896 %
  light-nucleus formula for T: 13.79140
  dipole energy, 1 mu_N: 0.48207 eV
  reduction by the ball: 8.844 meV
Comparison of states, same ion
  1s: S = 0.075965, T = 4.14084, eps = 1.8345 %
  2s: S = 0.076173, T = 3.86555, eps = 1.9706 %
  2p1/2: S = 0.079570, T = 16.11410, eps = 0.4938 %
  eps(2s)/eps(1s): 1.0741
  eps(2p1/2)/eps(2s): 0.2506
finished without a failed check
```
